\section*{Even and odd pupil phase errors in a point image}

\section{The question}

A small pinhole in an otherwise opaque mask is imaged by a projection lens. The lens is nearly perfect, but the wavefront leaving its pupil deviates from the ideal sphere by about a hundredth of a wavelength. What is recorded is intensity, so the phase error shows itself only through interference between light from different parts of the pupil. Spherical aberration and coma of equal root-mean-square (rms) size then act differently: for small errors the first changes the image in proportion to its square, the second in proportion to itself. The cause is their parity under inversion of the pupil.

\section{Model and theorem}

The source is a point and the light is coherent and scalar. Let $\mathbf p$ be the pupil coordinate, with the edge of a circular pupil at $|\mathbf p|=1$, and let $\mathbf v=2\pi\,\mathrm{NA}\,\mathbf r/\lambda$ be the scaled image position, where $\mathbf r$ is measured from the ideal image point. The field and intensity are
\begin{equation}
E(\mathbf v)=\int A(\mathbf p)\,e^{i\phi(\mathbf p)}e^{i\mathbf v\cdot\mathbf p}\,d^2p,
\qquad I=|E|^2 .
\end{equation}
The assumptions are:
\begin{itemize}
\item $A$ is real, integrable, zero outside a bounded region, and not zero almost everywhere. It may change sign. A constant complex factor would only multiply $I$ by a constant.
\item $A(-\mathbf p)=A(\mathbf p)$.
\item $\phi$ is real and bounded, and contains the whole phase error. At nominal focus there is no further defocus phase.
\end{itemize}
For a real function $g$ on the pupil, write
\begin{equation}
\mathcal C[g]=\int g\cos(\mathbf v\cdot\mathbf p)\,d^2p,\qquad
\mathcal S[g]=\int g\sin(\mathbf v\cdot\mathbf p)\,d^2p .
\end{equation}
Both are real; $\mathcal C$ is even in $\mathbf v$ and $\mathcal S$ is odd. Let $F_0=\mathcal C[A]$, $I_0$ the intensity for $\phi=0$, and $I_1$ the part of the change that is linear in $\phi$.

\paragraph{Theorem.}
(a) If $\phi$ is even, $I$ is the same for $\phi$ and $-\phi$. Hence $I_1=0$, and so is every other odd order.

(b) If $\phi$ is odd, $I_1=-2F_0\,\mathcal S[A\phi]$. This function of $\mathbf v$ vanishes identically only if $A\phi=0$ almost everywhere.

(c) If $\phi=\phi_e+\phi_o$ has an even and an odd part, $I_1=-2F_0\,\mathcal S[A\phi_o]$.

(d) With $M_0=\int|A|\,d^2p$ and $M_2=\int|A|\phi^2\,d^2p$,
\begin{equation}
|I-I_0-I_1|\le 2M_0M_2 .
\label{bound}
\end{equation}

By part (b), the linear change from an odd error can vanish at particular image points, but not over the whole image unless $A\phi=0$ almost everywhere.

\section{Two lemmas}

\paragraph{Lemma 1 (parity).} If $g$ is real and even, $\int g\,e^{i\mathbf v\cdot\mathbf p}d^2p=\mathcal C[g]$. If $g$ is real and odd, the integral is $i\,\mathcal S[g]$.

\emph{Proof.} Write $e^{i\mathbf v\cdot\mathbf p}=\cos(\mathbf v\cdot\mathbf p)+i\sin(\mathbf v\cdot\mathbf p)$. The substitution $\mathbf p\to-\mathbf p$ leaves $d^2p$ unchanged and reverses the sign of any odd integrand, whose integral is therefore zero. For even $g$ this removes the sine term, for odd $g$ the cosine term. $\square$

\paragraph{Lemma 2 (linear term and remainder).} Let $F_1=\int A\phi\,e^{i\mathbf v\cdot\mathbf p}d^2p$. For any real $A$, even or not, let $F_0=\int A\,e^{i\mathbf v\cdot\mathbf p}d^2p$. Then
\begin{equation}
I_1=2\,\mathrm{Re}(F_0^*\,iF_1)=-2\,\mathrm{Im}(F_0^*F_1),
\label{linear}
\end{equation}
and the bound \eqref{bound} holds.

\emph{Proof.} For real $t$,
\begin{equation}
e^{it}-1=i\int_0^t e^{is}ds,\qquad
e^{it}-1-it=i\int_0^t(e^{is}-1)\,ds .
\end{equation}
The first gives $|e^{it}-1|\le|t|$; inserting this in the second gives $|e^{it}-1-it|\le t^2/2$. With $t=\phi(\mathbf p)$, it follows that
\begin{equation}
E=F_0+iF_1+R,\qquad |R|\le \tfrac12M_2,\qquad |E-F_0|\le M_1,
\end{equation}
where $M_1=\int|A||\phi|\,d^2p$. Now expand the square about $F_0$:
\begin{align}
I&=|F_0|^2+2\,\mathrm{Re}[F_0^*(E-F_0)]+|E-F_0|^2\nonumber\\
&=I_0+2\,\mathrm{Re}(F_0^*iF_1)+2\,\mathrm{Re}(F_0^*R)+|E-F_0|^2 .
\end{align}
The second term is linear in $\phi$. Since $|F_0|\le M_0$, the last two are at most $M_0M_2+M_1^2$. The Cauchy--Schwarz inequality, applied to $|A|^{1/2}$ and $|A|^{1/2}|\phi|$, gives $M_1^2\le M_0M_2$. The sum is at most $2M_0M_2$. $\square$

Equation \eqref{linear} contains the physics. A small added field changes the intensity linearly only through its component in phase with the field already present. A phase error adds $iF_1$, and parity decides whether this lies along $F_0$ or in quadrature with it.

\section{Proof of the theorem}

\paragraph{Part (a).} For even $\phi$, both $A\cos\phi$ and $A\sin\phi$ are real and even. By Lemma 1,
\begin{equation}
E=\mathcal C[A\cos\phi]+i\,\mathcal C[A\sin\phi].
\end{equation}
Replacing $\phi$ by $-\phi$ reverses the imaginary part alone, so $E$ becomes $E^*$ and $I$ is unchanged. An expansion of $I$ in the size of $\phi$ then has no odd orders.

The leading change follows from $\cos\phi=1-\phi^2/2+\dots$ and $\sin\phi=\phi-\dots$:
\begin{align}
I&=\left(F_0-\tfrac12\mathcal C[A\phi^2]\right)^2+\mathcal C[A\phi]^2+O(\phi^4)\nonumber\\
&=F_0^2+\mathcal C[A\phi]^2-F_0\,\mathcal C[A\phi^2]+O(\phi^4).
\label{second}
\end{align}
A constant phase $c$ gives $c^2F_0^2-c^2F_0^2=0$, as it must.

\paragraph{Part (b).} For odd $\phi$, $A\phi$ is odd and $F_1=i\,\mathcal S[A\phi]$. Hence $iF_1=-\mathcal S[A\phi]$ is real, like $F_0$, and \eqref{linear} gives
\begin{equation}
I_1=-2F_0\,\mathcal S[A\phi].
\label{odd}
\end{equation}

To see when this vanishes identically, note that the transform of an integrable function $g$ supported in $|\mathbf p|\le P$ has the expansion
\begin{equation}
\int g\,e^{i\mathbf v\cdot\mathbf p}d^2p=\sum_{n=0}^\infty\frac{i^n}{n!}\int g\,(\mathbf v\cdot\mathbf p)^n d^2p .
\end{equation}
Its $n$th term is at most $(|\mathbf v|P)^n/n!$ times $\int|g|\,d^2p$, so the series converges for all $\mathbf v$ and the transform is analytic. Since $A$ is not zero almost everywhere, uniqueness of the Fourier transform gives $F_0(\mathbf v_0)\ne0$ for some $\mathbf v_0$, and by continuity $F_0\neq0$ in a neighbourhood. If $F_0\mathcal S[A\phi]$ were zero everywhere, $\mathcal S[A\phi]$ would vanish in that neighbourhood, hence everywhere by analyticity. Uniqueness then gives $A\phi=0$ almost everywhere.

\paragraph{Parts (c) and (d).} $F_1$ is linear in $\phi$, so \eqref{linear} is the sum of the two contributions, and the even one is zero. Part (d) is Lemma 2. $\square$

\paragraph{Remark 1 (a general pupil).} These results do not need a round or positive pupil. They were tested by direct quadrature over the unit disc with
\begin{align}
A&=1-1.6p^2+0.4p_xp_y,\nonumber\\
\phi_e&=0.3+0.8p_x^2-0.5p_xp_y+1.1p_x^4-0.7p_x^2p_y^2,\nonumber\\
\phi_o&=0.9p_x^3-0.6p_x^2p_y+0.4p_y+0.5p_xp_y^4 .
\end{align}
When the factor multiplying the phase was doubled from $10^{-3}$ to $2\times10^{-3}$, the largest intensity change over 80 image points grew with power 2.0000 for $\phi_e$ and 1.0001 for $\phi_o$. For the sum multiplied by 0.05, 0.3, 1 and 2, the remainder reached at most 0.106 of the bound \eqref{bound}.

\paragraph{Remark 2 (side asymmetry).} For odd $\phi$, $A\cos\phi$ is even and $A\sin\phi$ is odd, so $E=\mathcal C[A\cos\phi]-\mathcal S[A\sin\phi]$ is real. Reversing $\phi$ has the same effect as reversing $\mathbf v$: the image is mirrored. For a mixed error, the terms up to second order are
\begin{align}
\mathrm{Re}\,E&=F_0-\mathcal S[A\phi_o]-\tfrac12\mathcal C[A(\phi_e^2+\phi_o^2)],\nonumber\\
\mathrm{Im}\,E&=\mathcal C[A\phi_e]-\mathcal S[A\phi_e\phi_o].
\end{align}
In $I$, the second-order terms are $\mathcal S[A\phi_o]^2$, $\mathcal C[A\phi_e]^2$ and $-F_0\mathcal C[A(\phi_e^2+\phi_o^2)]$, all even in $\mathbf v$. Therefore
\begin{equation}
I(\mathbf v)-I(-\mathbf v)=-4F_0\,\mathcal S[A\phi_o]+O(\phi^3).
\end{equation}
The difference between opposite sides isolates the odd error, with no second-order correction.

\paragraph{Remark 3 (where the linear term is zero).} $\mathcal S$ vanishes at $\mathbf v=0$, so the central intensity responds quadratically even to an odd error. The linear term also vanishes where $F_0=0$. At such a dark point an odd error gives $E=-\mathcal S[A\phi]-\frac12\mathcal C[A\phi^2]+O(\phi^3)$, and hence
\begin{equation}
I=\mathcal S[A\phi]^2+\mathcal S[A\phi]\,\mathcal C[A\phi^2]+O(\phi^4).
\label{dark}
\end{equation}

\paragraph{Remark 4 (tilt).} For $\phi=\mathbf t\cdot\mathbf p$, $E(\mathbf v)=F_0(\mathbf v+\mathbf t)$: the image shifts without changing shape. Since $\mathbf t\cdot\nabla F_0=-\mathcal S[A\,\mathbf t\cdot\mathbf p]$, equation \eqref{odd} gives $I_1=\mathbf t\cdot\nabla I_0$, the linear term of that shift.

\section{When the conditions fail}

\paragraph{Defocus.} Let a small even defocus phase $\psi$ be present together with an even aberration $\phi$. Replace $\phi$ by $\phi+\psi$ in \eqref{second}. The terms containing each phase once are
\begin{equation}
2\,\mathcal C[A\psi]\,\mathcal C[A\phi]-2F_0\,\mathcal C[A\psi\phi].
\label{defocus}
\end{equation}
At fixed defocus the intensity now generally has a term linear in the even aberration. The defocused field is complex, so $iF_1$ need not be in quadrature with it.

The term changes sign on the other side of focus. More generally, part (a) applied to the total phase gives $I[\psi+\phi]=I[-\psi-\phi]$. The signed response $\frac12(I[\psi+\phi]-I[\psi-\phi])$ is thus odd in $\psi$ for any size of defocus, and cancels in an intensity average over a symmetric spread of focus.

\paragraph{Uneven transmission.} Let $A=A_e+A_o$, with a real odd part $A_o$, and let $\phi$ be even. By Lemma 1, $F_0=\mathcal C[A_e]+i\mathcal S[A_o]$ and $F_1=\mathcal C[A_e\phi]+i\mathcal S[A_o\phi]$. Equation \eqref{linear} becomes
\begin{equation}
I_1=-2\left(\mathcal C[A_e]\,\mathcal S[A_o\phi]-\mathcal S[A_o]\,\mathcal C[A_e\phi]\right).
\end{equation}
This is in general not zero: a symmetric phase error no longer protects the image if the amplitude is asymmetric.

\paragraph{Vector fields.} At large aperture the intensity is a sum over Cartesian field components, each with its own pupil amplitude $A_j$. Suppose every $A_j$ is real and either even or odd, and all components share the phase $\phi$. For even $\phi$, $F_0$ and $F_1$ of a component are then both real or both imaginary, $F_0^*F_1$ is real, and \eqref{linear} gives zero. The even-error result holds component by component.

\section{Coma and spherical aberration in a circular pupil}

Take a uniform disc and divide the pupil integrals by its area $\pi$, so that the ideal peak is 1. Let $a$ be the rms phase and
\begin{align}
\phi_{\rm sph}&=a\sqrt5\,(6\rho^4-6\rho^2+1),\nonumber\\
\phi_{\rm coma}&=a\sqrt8\,(3\rho^3-2\rho)\cos\theta .
\end{align}
The angular integrals follow from $2\pi J_0(z)=\int_0^{2\pi}\cos(z\cos\theta)\,d\theta$ and its derivative, $2\pi J_1(z)=\int_0^{2\pi}\cos\theta\sin(z\cos\theta)\,d\theta$. The ideal field is $F_0=2\int_0^1J_0(v\rho)\rho\,d\rho=2J_1(v)/v$. Along the coma axis,
\begin{equation}
\mathcal S=2\sqrt8\,a\int_0^1(3\rho^4-2\rho^2)J_1(v\rho)\,d\rho .
\end{equation}
From $(z^nJ_n)'=z^nJ_{n-1}$, $\int_0^1\rho^2J_1(v\rho)d\rho=J_2(v)/v$. Integration by parts gives
\begin{equation}
\int_0^1\rho^4J_1(v\rho)\,d\rho=\frac{J_2}{v}-\frac2v\int_0^1\rho^3J_2(v\rho)\,d\rho=\frac{J_2}{v}-\frac{2J_3}{v^2}.
\end{equation}
The radial integral is therefore $J_2/v-6J_3/v^2$, which equals $-J_4/v$ because $J_2+J_4=6J_3/v$. Thus $\mathcal S=-2\sqrt8\,aJ_4/v$ and
\begin{equation}
I_1=-2F_0\mathcal S=8\sqrt8\,a\,\frac{J_1(v)J_4(v)}{v^2}.
\label{coma}
\end{equation}
For small $v$, $J_1\simeq v/2$ and $J_4\simeq v^4/384$, so $I_1\simeq\sqrt8\,a\,v^3/96$. Its slope at the centre is zero: this form of coma, which includes a balancing tilt, does not move the peak to first order. It makes the flanks unequal.

At the centre, spherical aberration has $\mathcal C[A\phi]=0$ and $\mathcal C[A\phi^2]=a^2$. Equation \eqref{second} gives $I(0)\simeq1-a^2$.

\section{Numbers for a KrF lens}

Take $\lambda=248$ nm, $\mathrm{NA}=0.60$ and an aberration of 10 m$\lambda$ rms, with m$\lambda$ a thousandth of a wavelength. Then $a=2\pi\times0.010=0.0628$ rad, and one unit of $v$ is $248/(2\pi\times0.60)=65.8$ nm. Intensities below are relative to the ideal peak of the image concerned.

Expression \eqref{coma} is largest at $v=2.529$, or $r=166$ nm, where it equals $0.1329\,a=0.00835$. The ideal intensity there is 0.1501. With coma, the direct image gives 0.1584 on one side and 0.1417 on the other. Half the difference is 0.00834, about 5.6\,\% of the local ideal intensity. Spherical aberration of the same rms gives 0.1495 for either sign, a change of only $-0.0006$.

Its larger effect is at the centre, where the intensity drops by 0.00394, against $a^2=0.00395$. Coma causes the same central drop to the digits given, as Remark 3 allows. Halving the rms to 5 m$\lambda$ reduces the largest signed coma change from 0.00834 to 0.00417, but the largest spherical change from 0.00394 to 0.00099. Setting $0.1329\,a=a^2$ puts the crossover at $0.1329/(2\pi)$ wavelengths, or 21 m$\lambda$. First-order insensitivity does not mean that an even error is harmless: near 20 m$\lambda$ the two effects are of similar size.

At the first dark ring, $r=252$ nm, coma leaves an intensity of 0.00060 on the positive coma axis, against 0.00056 from $\mathcal S^2$. The difference begins with the third-order term in \eqref{dark}.

\paragraph{The real lens.} The wavelength is that of KrF lithography; the aperture and aberration are round values chosen for illustration. Of the departures tried here, each alone and at the size stated, defocus most disturbs the sign symmetry of an even error. A defocus of 100 nm, with phase $(2\pi z/\lambda)(\sqrt{1-\mathrm{NA}^2\rho^2}-1)$, gives spherical aberration a signed effect of up to 0.0019, nearly half the size of its quadratic central drop. This maximum lies on the flank, near $v=2.1$; at the centre the signed effect is only 0.0005. It grows almost in proportion to the defocus, to 0.0037 at 200 nm. A 1\,\% centre-to-edge amplitude slope gives only 0.00005.

For coma, a vector calculation with unpolarized light and a lens obeying the sine condition, in the limit of strong reduction (negligible aperture on the mask side), lowers the largest signed change along the coma axis from 0.0083 to 0.0073, about 13\,\%. These two maxima lie at different places: the scalar one is on the flank of the central spot, the vector one near $v=5.1$, outside the first intensity minimum (which the vector image fills to about 0.008). This outer lobe has the opposite sign and is nearly the same in both calculations, about 0.0073. On the flank itself the change falls further, to 0.00685, or by about 18\,\%. The spherical effect still grows with power 2.0000. A uniformly and coherently illuminated pinhole of 100 nm diameter at image scale reduces the pupil-edge amplitude to 0.93 of its central value and, in the scalar model, raises the coma change from 0.0083 to 0.0091. The direction depends on the illumination: an incoherently lit hole of the same size lowers the change by 3 to 4\,\% instead. Flare that removes 2\,\% of the light into a wide halo, whose own intensity is neglected, lowers the scalar point-source value from 0.0083 to 0.0082 if intensities are referred to the peak without flare; relative to the reduced peak it is unchanged. Resist response and partially coherent imaging of extended patterns are outside this model. Further values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
GENERAL PUPIL
growth power, even phase error: 2.0000
growth power, odd phase error: 1.0001
largest remainder / bound: 0.106
EXAMPLE (intensities in units of the ideal peak)
wavelength: 248 nm
numerical aperture: 0.60
rms aberration: 10 mwave
rms phase a: 0.06283 rad
a squared: 0.003948
remainder bound 2 a^2: 0.007896
image length per unit v: 65.784 nm
v of largest linear coma change: 2.5287
radius of that point: 166.4 nm
largest linear coefficient: 0.13286 per rad
linear coma change, formula: 0.008348
ideal intensity there: 0.150103
with coma, +side: 0.158430
with coma, -side: 0.141748
half side difference: 0.008341
with +spherical, +side: 0.149481
with -spherical, +side: 0.149481
centre drop, spherical: 0.003941
centre drop, coma: 0.003941
first dark ring radius: 252.1 nm
dark ring intensity on coma axis: 0.000595
leading value S^2 there: 0.000562
LARGEST CHANGES ALONG THE COMA AXIS
5 mwave: coma signed 0.004173, coma total 0.004183, spherical 0.000987
10 mwave: coma signed 0.008340, coma total 0.008414, spherical 0.003941
20 mwave: coma signed 0.016642, coma total 0.017271, spherical 0.015684
linear coma = quadratic spherical at: 21.1 mwave
NEGLECTED EFFECTS
scalar signed coma change: 0.008340
vector signed coma change: 0.007285
vector minus scalar ideal image, largest: 0.02632
vector growth power, spherical: 2.0000
defocus: 100 nm
defocus rms phase: 0.1460 rad
signed spherical change at this defocus: 0.001876
pinhole diameter at image scale: 100 nm
pinhole edge/centre pupil amplitude: 0.9295
signed coma change with pinhole: 0.009079
pupil amplitude slope: 1 % centre to edge
signed spherical change from slope: 0.0000455
flare: 2 % of the light
signed coma change after flare loss: 0.008174
\end{verbatim}
